# Airy and WKB transmission through a finite triangular barrier

## Problem

An electron passes from a metal into a semiconductor through a barrier that falls linearly. In one dimension, with one effective mass \(m\) everywhere, the potential is

\[
V(x)=\begin{cases}-W, & x<0 \quad\text{(metal)}\\ V_0(1-x/d), & 0<x<d\\ 0, & x>d\quad\text{(semiconductor)}\end{cases}
\]

and the energy satisfies \(0<E<V_0\). Define

\[
F=\frac{V_0}{d},\qquad \ell=\left(\frac{\hbar^2}{2mF}\right)^{1/3},\qquad
k=\frac{\sqrt{2m(E+W)}}{\hbar},\quad k_R=\frac{\sqrt{2mE}}{\hbar},\quad \kappa=\frac{\sqrt{2m(V_0-E)}}{\hbar}.
\]

The transmission \(T\) is the transmitted flux divided by the incident flux. The bare WKB estimate is \(e^{-2S}\), where \(S\) is the integral of the local decay constant up to the classical turning point.

1. Find \(T\) in terms of Airy functions.
2. Evaluate \(S\) and the local WKB criterion at the metal face.
3. For an opaque barrier, find the prefactor that multiplies \(e^{-2S}\), and its first correction.
4. The barrier can be made transparent by reducing \(d\) at fixed \(E\), or by raising \(E\) towards \(V_0\) at fixed \(d\). Find how the prefactor error behaves on each route.
5. Evaluate the results for \(m=0.3\,m_e\), \(V_0=0.6\) eV and \(W=10\) eV. Use \(E=0.2\) eV for the first route and \(d=10\) nm for the second.

## Solution

### 1. Airy transmission

In the ramp, let \(z=(V-E)/(F\ell)=z_0-x/\ell\), with \(z_0=(V_0-E)/(F\ell)\). Then \(d/dx=-\ell^{-1}d/dz\), and the Schrödinger equation becomes

\[
\frac{d^2\psi}{dz^2}=\ell^2\,\frac{2m}{\hbar^2}F\ell z\,\psi=z\psi ,
\]

because \(\ell^3=\hbar^2/(2mF)\). Hence \(\psi=a\,\mathrm{Ai}(z)+b\,\mathrm{Bi}(z)\). At \(x=d\) the argument is \(-s\), with \(s=E/(F\ell)\).

Write \(A_0,B_0\) for the Airy functions at \(z_0\) and \(A_1,B_1\) for those at \(-s\); primes on them mean \(d/dz\). With \(\varphi=-\ell\psi'(d)\), the conditions at \(d\) are

\[
aA_1+bB_1=\psi(d),\qquad aA_1'+bB_1'=\varphi .
\]

Their determinant is the Wronskian \(A_1B_1'-A_1'B_1=1/\pi\), so

\[
a=\pi[B_1'\psi(d)-B_1\varphi],\qquad b=\pi[A_1\varphi-A_1'\psi(d)].
\]

Inserting these into \(\psi(0)=aA_0+bB_0\) and \(\psi'(0)=-(aA_0'+bB_0')/\ell\) gives

\[
\psi(0)=m_{11}\psi(d)+m_{12}\psi'(d),\qquad \psi'(0)=m_{21}\psi(d)+m_{22}\psi'(d),
\]

\[
\begin{aligned}
m_{11}&=\pi(A_0B_1'-B_0A_1'), & m_{12}&=\pi\ell(A_0B_1-B_0A_1),\\
m_{21}&=-\frac{\pi}{\ell}(A_0'B_1'-B_0'A_1'), & m_{22}&=\pi(B_0'A_1-A_0'B_1).
\end{aligned}
\]

Normalize the outgoing wave to \(\psi(d)=1\), \(\psi'(d)=ik_R\). In the metal \(\psi=Ie^{ikx}+re^{-ikx}\), so

\[
I=\tfrac12\left[\psi(0)+\frac{\psi'(0)}{ik}\right]
=\frac{1}{2k}\left[(km_{11}+k_Rm_{22})+i(kk_Rm_{12}-m_{21})\right].
\]

Since \(T=k_R/(k|I|^2)\),

\[
T=\frac{4kk_R}{(km_{11}+k_Rm_{22})^2+(kk_Rm_{12}-m_{21})^2}. \tag{1}
\]

Direct numerical integration of the Schrödinger equation agrees with (1) to a relative \(10^{-7}\) in five test cases.

### 2. The WKB action

The local decay constant is \(\kappa(x)=\sqrt z/\ell\), and the turning point is \(x_t=(V_0-E)/F=\ell z_0\). Using \(dx=-\ell\,dz\),

\[
S=\int_0^{x_t}\kappa(x)\,dx=\int_0^{z_0}\sqrt z\,dz=\tfrac23z_0^{3/2}=\tfrac23\kappa x_t .
\]

WKB needs \(\kappa\) to change little over one decay length. At the face,

\[
\frac{|\kappa'|}{\kappa^2}=\frac{1/(2\ell^2\sqrt{z_0})}{z_0/\ell^2}=\frac{1}{2z_0^{3/2}}=\frac{1}{3S}.
\]

The criterion therefore fails as \(S\to0\).

### 3. The opaque barrier

For large \(S\), \(B_0\) grows as \(e^S\) and \(A_0\) decays as \(e^{-S}\). Dropping \(A_0\) and \(A_0'\), the denominator of (1) becomes

\[
\pi^2\left[(k_RB_0'A_1-kB_0A_1')^2+\left(kk_R\ell B_0A_1+\frac{B_0'A_1'}{\ell}\right)^2\right].
\]

The cross terms are \(\mp2kk_RB_0B_0'A_1A_1'\) and cancel. With \(k_R^2\ell^2=s\), the four squares factorize:

\[
T\simeq\frac{4kk_R}{\pi^2XY},\qquad X=k^2B_0^2+\frac{B_0'^2}{\ell^2},\qquad Y=A_1'^2+sA_1^2. \tag{2}
\]

\(X\) belongs to the metal face and \(Y\) to the far end. The relative error of (2) is of order \(e^{-2S}\).

**Face.** The large-argument expansions are

\[
B_0\simeq\frac{e^S}{\sqrt\pi z_0^{1/4}}\left(1+\frac{5}{72S}\right),\qquad
B_0'\simeq\frac{z_0^{1/4}e^S}{\sqrt\pi}\left(1-\frac{7}{72S}\right).
\]

Squaring doubles the corrections. Since \(\sqrt{z_0}=\kappa\ell\),

\[
X\simeq\frac{e^{2S}(k^2+\kappa^2)}{\pi\kappa\ell}\left[1+\frac{5k^2-7\kappa^2}{36S(k^2+\kappa^2)}\right].
\]

**Far end.** Let \(\eta=\tfrac23s^{3/2}\) and \(\theta=\eta-\pi/4\). For large \(\eta\),

\[
A_1\simeq\frac{1}{\sqrt\pi s^{1/4}}\left(\cos\theta+\frac{5\sin\theta}{72\eta}\right),\qquad
A_1'\simeq\frac{s^{1/4}}{\sqrt\pi}\left(\sin\theta+\frac{7\cos\theta}{72\eta}\right).
\]

The cross terms add to \((10+14)\sin\theta\cos\theta/(72\eta)=\sin2\theta/(6\eta)\), and \(\sin2\theta=-\cos2\eta\), so

\[
Y\simeq\frac{\sqrt s}{\pi}\left[1-\frac{\cos2\eta}{6\eta}\right].
\]

Putting both leading terms into (2), with \(k_R=\sqrt s/\ell\), gives the face-matched WKB formula

\[
T\to P\,e^{-2S},\qquad P=\frac{4k\kappa}{k^2+\kappa^2}. \tag{3}
\]

Bare WKB thus generally has a prefactor error even when the barrier is thick: \(T/e^{-2S}\) tends to \(P\), which equals 1 only at \(k/\kappa=2\pm\sqrt3\). The factor comes from matching a travelling wave to a decaying one at an abrupt edge. It lies between 0 and 2, with the maximum at \(k=\kappa\). It depends on the edge being sharp: if the face is graded linearly over a width \(w\) and \(S\) includes the graded part, \(T/e^{-2S}\) approaches 1 as \(w\) grows. For the parameters of part 5 with \(d=20\) nm and \(E=0.2\) eV, it is 0.76 for a sharp face, 0.78 at \(w=0.3\) nm and 1.03 at \(w=1\) nm.

The error that remains after matching is measured by \(R=T/(Pe^{-2S})\). To first order,

\[
R\simeq1-\frac{5k^2-7\kappa^2}{36S(k^2+\kappa^2)}+\frac{\cos2\eta}{6\eta}. \tag{4}
\]

At five tested widths \(d\) from 20 to 240 nm at \(E=0.2\) eV, and for \(W=10\) and \(0.2\) eV, the remainder of (4) stays below \(1.5/S^2\).

Both large \(S\) and large \(\eta\) are needed. If \(E\to0\) behind an opaque barrier, \(Y\to\mathrm{Ai}'(0)^2\) and (2) gives \(T\propto k_R\propto\sqrt E\), whereas (3) stays finite. This failure near the semiconductor band edge has nothing to do with transparency.

### 4. Two routes to transparency

**Reducing \(d\) at fixed \(E\).** Here \(\eta/S=[E/(V_0-E)]^{3/2}\) is constant and \(S\propto d\). Since \(|\cos2\eta|\le1\), equation (4) gives, at leading order,

\[
|R-1|\le\frac CS,\qquad C=\frac{|5k^2-7\kappa^2|}{36(k^2+\kappa^2)}+\frac{S}{6\eta}.
\]

The envelope grows as \(1/d\), but the error itself oscillates beneath it and need not grow steadily.

The growth does not continue without limit. As \(d\to0\), a bounded potential over a vanishing width changes neither \(\psi\) nor \(\psi'\). Thus \(m_{11},m_{22}\to1\) and \(m_{12},m_{21}\to0\), and (1) gives the potential-step result

\[
T\to\frac{4kk_R}{(k+k_R)^2},\qquad R\to\frac{k_R(k^2+\kappa^2)}{\kappa(k+k_R)^2}.
\]

Formula (3) tends to \(P\), which contains the height of a barrier that no longer has any effect.

**Raising \(E\) at fixed \(d\).** Now \(\kappa\to0\) and \(P\to0\). To find \(T\) at the top for \(s\gg1\), replace the flat semiconductor by an endless ramp. The outgoing solution is \(\psi=\mathrm{Bi}(z)+i\,\mathrm{Ai}(z)\), because for \(z\to-\infty\) its phase is \(\tfrac23|z|^{3/2}+\pi/4\), which increases with \(x\). Its flux, in units of \(\hbar/m\), is

\[
\mathrm{Im}(\psi^*\psi')=-\frac1\ell(\mathrm{Bi}\,\mathrm{Ai}'-\mathrm{Ai}\,\mathrm{Bi}')=\frac{1}{\pi\ell}.
\]

With \(q=k\ell\), the incident amplitude is

\[
I=\tfrac12\left[\left(B_0-\frac{A_0'}{q}\right)+i\left(A_0+\frac{B_0'}{q}\right)\right].
\]

In \(|I|^2\) the cross terms combine to \((2/q)(A_0B_0'-B_0A_0')=2/(\pi q)\). Dividing the flux by \(k|I|^2\),

\[
T=\frac{4}{2+\pi q(A_0^2+B_0^2)+\pi(A_0'^2+B_0'^2)/q}. \tag{5}
\]

If \(A_0\) and \(A_0'\) are dropped, together with the 2 in the denominator, which came from their cross terms with \(B_0\) and \(B_0'\), (5) becomes \(4k/(\pi\ell X)\), which is (2) with \(Y=\sqrt s/\pi\). The oscillating term in (4) is therefore due to the kink at \(x=d\), which the endless ramp lacks.

At the top \(z_0=0\), where \(\mathrm{Bi}(0)=\sqrt3\,\mathrm{Ai}(0)\) and \(\mathrm{Bi}'(0)=-\sqrt3\,\mathrm{Ai}'(0)\). Each sum of squares is four times the Ai term, so

\[
T_{\rm top}\simeq\frac{2}{1+2\pi q\,\mathrm{Ai}(0)^2+2\pi\,\mathrm{Ai}'(0)^2/q}.
\]

This is finite. Just below the top \(P\simeq4\kappa/k\) and \(e^{-2S}\to1\), hence

\[
R\simeq\frac{T_{\rm top}\,k}{4\kappa}\propto(V_0-E)^{-1/2}. \tag{6}
\]

The matched formula fails without bound on this route. Bare WKB tends to 1 and overestimates \(T\) by the finite factor \(1/T_{\rm top}\). The change of regime occurs at \(z_0\sim1\), that is, \(V_0-E\sim F\ell\).

### 5. Numbers

**Thinning.** At \(E=0.2\) eV, \(k=8.962\), \(k_R=1.255\) and \(\kappa=1.775\) nm\(^{-1}\), so

\[
P=\frac{4(8.962)(1.775)}{8.962^2+1.775^2}=0.762 .
\]

For \(d=10\) nm, \(F=0.06\) eV/nm and \(x_t=0.4/0.06=6.67\) nm. Then \(S=\tfrac23(1.775)(6.67)=7.89\) and \(e^{-2S}=1.41\times10^{-7}\). The matched formula gives \(1.074\times10^{-7}\), against the Airy value \(1.095\times10^{-7}\). Equation (4), with \(\eta=2.79\), predicts \(R=1-0.016+0.045=1.029\); the actual value is 1.020.

| \(d\) (nm) | \(S\) | \(T/e^{-2S}\) | \(R\) |
|---|---|---|---|
| 20 | 15.8 | 0.757 | 0.994 |
| 10 | 7.89 | 0.777 | 1.020 |
| 5 | 3.94 | 0.671 | 0.880 |
| 2 | 1.58 | 0.787 | 1.033 |
| 1 | 0.79 | 0.813 | 1.067 |
| 0.1 | 0.08 | 0.498 | 0.654 |

The error is 12% of the matched value at 5 nm but 3% at 2 nm. That small value hides a cancellation. Write \(R\) as the product of three factors: the leading form of \(X\) divided by \(X\), the same for \(Y\), and a remainder that restores the dropped \(A_0\) terms. The numerical output lists them as entrance, exit and multiple reflection. At 2 nm they are 0.888, 1.176 and 0.989; at 1 nm they are 0.840, 1.412 and 0.900. The entrance factor moves steadily away from 1 as \(d\) falls from 20 to 1 nm, although \(R\) does not. It reaches its minimum, 0.840, near 0.95 nm and rises again for thinner barriers.

As \(d\to0\), \(T\to0.431\) and \(R\to0.565\). The matched formula is then too large by a factor of 1.8, and bare WKB by 2.3. Widths below a lattice spacing, such as 0.1 nm, show only the limit of the model: an effective mass and a linear ramp have no physical meaning there.

**Raising the energy.** At \(d=10\) nm the crossover energy is \(F\ell=0.077\) eV.

| \(E\) (eV) | \(T\) | \(Pe^{-2S}\) | \(R\) |
|---|---|---|---|
| 0.4 | 0.00189 | 0.00206 | 0.919 |
| 0.5 | 0.0434 | 0.0538 | 0.805 |
| 0.55 | 0.112 | 0.136 | 0.821 |
| 0.59 | 0.176 | 0.115 | 1.53 |
| 0.599 | 0.190 | 0.0388 | 4.91 |
| 0.5999 | 0.192 | 0.0123 | 15.6 |

\(R\) passes through 1 between 0.55 and 0.59 eV. This agreement does not show that WKB is valid: at 0.55 eV \(S=0.35\), so the criterion \(1/(3S)\) is already about 1, and it grows with \(E\).

In the last two rows the gap \(V_0-E\) falls tenfold and \(R\) rises by a factor of 3.18, close to \(\sqrt{10}=3.16\). Equation (6) gives 15.8 in the last row, 1% above the computed value. At the top, integration gives \(T=0.192\) and the long-ramp formula 0.194; the difference comes from replacing the flat semiconductor by an endless ramp. Bare WKB is there too large by a factor of 5.2.

These prefactors belong to a sharp metal edge, a single mass and a straight ramp. Image-force rounding, a mass change at the interface and the curvature of a real depletion layer are left out. The first two alter the face matching that produces \(P\). Image-force lowering and curvature also change \(S\) itself, which can matter far more: for a parabolic layer \(V_0(1-x/d)^2\) with \(d=10\) nm and \(E=0.2\) eV, \(S\) is 4.72 instead of 7.89, and \(e^{-2S}\) is larger by a factor of more than 500. At \(d=10\) nm and a relative permittivity of 11.7, the image-force lowering is 0.086 eV, larger than \(F\ell=0.077\) eV. The energy range in which (6) applies then lies above the rounded top, so that divergence belongs to the sharp corner of the model. The mean field \(V_0/d\) is 0.6 MV/cm at 10 nm and 6 MV/cm at 1 nm, and depletion layers of these widths would need dopings near \(8\times10^{18}\) and \(8\times10^{20}\) cm\(^{-3}\). The values of \(T\) above are therefore not estimates for a real contact.

## Values computed for the example and the checks

```
mass = 0.3 m_e, V0 = 0.6 eV, W = 10.0 eV
hbar^2/(2m) = 0.12700 eV nm^2
Route 1: E = 0.2 eV fixed, d reduced
k = 8.9619, k_R = 1.2549, kappa = 1.7747 1/nm
face prefactor P = 0.7622
eta/S = 0.3536, envelope constant C = 0.5977
d = 10 nm: F = 0.0600 eV/nm, ell = 1.2840 nm
d = 10 nm: x_t = 6.6667 nm, z0 = 5.1923, s = 2.5961
d = 10 nm: S = 7.8876, eta = 2.7887
d = 10 nm: |kappa'|/kappa^2 at face = 0.04226
d/nm    S       T          exp(-2S)   T/exp(-2S)  R
 20.0  15.7753 1.5034e-14 1.9851e-14   0.7573   0.9936
 10.0   7.8876 1.0950e-07 1.4089e-07   0.7772   1.0196
  5.0   3.9438 2.5171e-04 3.7536e-04   0.6706   0.8798
  3.0   2.3663 6.4012e-03 8.8037e-03   0.7271   0.9539
  2.0   1.5775 3.3556e-02 4.2636e-02   0.7870   1.0325
  1.0   0.7888 1.6795e-01 2.0649e-01   0.8134   1.0671
  0.5   0.3944 3.2421e-01 4.5441e-01   0.7135   0.9361
  0.1   0.0789 4.2567e-01 8.5406e-01   0.4984   0.6539
d/nm  R first order  entrance  exit  multiple reflection
 20.0    0.9967    0.9917    1.0018    1.0000
 10.0    1.0295    0.9829    1.0373    1.0000
  5.0    0.8558    0.9625    0.9142    0.9999
  3.0    0.9263    0.9285    1.0294    0.9980
  2.0    1.0513    0.8879    1.1764    0.9885
  1.0    1.3469    0.8400    1.4122    0.8995
d -> 0: T = 0.4310, R = 0.5654
Route 2: d = 10.0 nm fixed, E raised
crossover energy F*ell = 0.0770 eV
E/eV    S        P        T          P exp(-2S)  T/exp(-2S)  R
0.2000  7.88763  0.7622 1.0950e-07 1.0739e-07   0.7772   1.0196
0.3000  5.12317  0.6633 2.2332e-05 2.3540e-05   0.6293   0.9487
0.4000  2.78870  0.5442 1.8916e-03 2.0585e-03   0.5001   0.9189
0.5000  0.98595  0.3867 4.3353e-02 5.3822e-02   0.3115   0.8055
0.5500  0.34859  0.2741 1.1210e-01 1.3649e-01   0.2251   0.8213
0.5900  0.03118  0.1228 1.7601e-01 1.1538e-01   0.1873   1.5255
0.5990  0.00099  0.0388 1.9024e-01 3.8773e-02   0.1906   4.9066
0.5999  0.00003  0.0123 1.9168e-01 1.2285e-02   0.1917  15.6024
at top: k = 9.1359 1/nm, q = k*ell = 11.7301
at top: T integrated = 0.19184, long-ramp formula = 0.19369
V0-E = 0.0001 eV: R = 15.6024, divergence law = 15.7653
```
